# How Thick Must an Oxide Be Before Thermionic Supply Beats Tunnelling?: verification in Python

```python
# Result under test: thermionic and zero-field tunnelling exponents are equal at
#     d_star = phi / (2 kappa kT) = (hbar / 2kT) sqrt(phi / 2m).
# phi: barrier above the Fermi level; kappa = sqrt(2 m phi)/hbar; d: thickness.
# Lam = phi/kT. Energies are in eV and lengths in nm unless a name says otherwise.
# Fluxes are one-way electron supplies; the net flux at equilibrium is zero.
# The program also sizes prefactors, reflection, mass, image force and field.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

q, m, hbar, kB = const.e, const.m_e, const.hbar, const.k
phi, T = 1.0, 300.0
band_depth = 7.0       # rough occupied band depth of magnesium
mass_ratio = 0.4       # rough tunnelling mass in the oxide
eps_optical = 3.0      # rough optical permittivity
U = 1.0                # rough oxidation potential energy, eV
sites_cm2 = 1e15       # rough oxygen sites per oxide layer
electrons_per_site = 2
kT = kB * T / q
Lam = phi / kT
root_coeff = np.sqrt(2 * m * q) / hbar * 1e-9   # wave number per sqrt(eV), 1/nm
kappa = root_coeff * np.sqrt(phi)


def crossover(height, temperature, ratio=1.0):
    """Closed formula for the equal-exponent thickness in nm."""
    return (hbar / (2 * kB * temperature)
            * np.sqrt(height * q / (2 * m * ratio)) * 1e9)


d_star = crossover(phi, T)
V = band_depth + phi


def transmission_matching(E, d):
    """Propagate a unit outgoing wave backwards through the slab."""
    k = root_coeff * np.sqrt(E)
    generator = np.array([[0.0, 1.0], [root_coeff**2 * (V - E), 0.0]])
    psi, slope = expm(-generator * d) @ np.array([1.0, 1j * k])
    incident = (psi + slope / (1j * k)) / 2
    return 1 / abs(incident)**2


def transmission_formula(E, d):
    decay = root_coeff * np.sqrt(np.asarray(V - E, dtype=complex))
    barrier_term = (np.sinh(decay * d)**2 / (V - E)).real
    return 1 / (1 + V**2 * barrier_term / (4 * E))


# Wave matching: transmission formula, decay rate and thick-slab prefactor.
for energy in (3.0, band_depth, V + 0.03):
    numeric = transmission_matching(energy, 3.0)
    assert np.isclose(numeric, transmission_formula(energy, 3.0), rtol=1e-7)
T3 = transmission_matching(band_depth, 3.0)
T4 = transmission_matching(band_depth, 4.0)
decay_numeric = np.log(T3 / T4)
assert np.isclose(decay_numeric, 2 * kappa, rtol=1e-7)
face_factor = 16 * band_depth * phi / V**2
assert np.isclose(T4 * np.exp(2 * kappa * 4.0), face_factor, rtol=1e-6)


def thermionic_kspace(temperature):
    """Integrate velocity times Fermi occupation above the barrier, SI."""
    nodes, weights = np.polynomial.legendre.leggauss(240)
    thermal = kB * temperature
    kx_low = np.sqrt(2 * m * V * q) / hbar
    kx_high = np.sqrt(2 * m * (V * q + 40 * thermal)) / hbar
    kp_high = np.sqrt(2 * m * 40 * thermal) / hbar
    kx = (kx_high + kx_low) / 2 + (kx_high - kx_low) / 2 * nodes
    kp = kp_high / 2 * (nodes + 1)
    energy = hbar**2 * (kx[:, None]**2 + kp[None, :]**2) / (2 * m)
    occupation = 1 / (1 + np.exp((energy - band_depth * q) / thermal))
    integrand = (hbar * kx[:, None] / m) * occupation * 2 * np.pi * kp[None, :]
    area = (kx_high - kx_low) / 2 * kp_high / 2
    return 2 / (2 * np.pi)**3 * area * (weights @ integrand @ weights)


flux_prefactor = m * (kB * T)**2 / (2 * np.pi**2 * hbar**3)
flux_top = flux_prefactor * np.exp(-Lam)
flux_numeric = thermionic_kspace(T)
assert np.isclose(flux_numeric, flux_top, rtol=1e-6)

# The crossover rebuilt from the two independent numerical calculations.
d_numeric = np.log(flux_prefactor / flux_numeric) / decay_numeric
assert np.isclose(d_numeric, d_star, rtol=1e-6)
assert 3.75 < d_star < 3.85

# At the crossover the least favoured energy lies at three quarters of phi.
valley = minimize_scalar(
    lambda x: -(x * phi / kT + 2 * root_coeff * d_star * np.sqrt(phi * (1 - x))),
    bounds=(0.01, 0.99), method="bounded", options={"xatol": 1e-10})
assert np.isclose(valley.x, 0.75, atol=1e-5)
valley_depth = -valley.fun - Lam
assert np.isclose(valley_depth, Lam / 4, rtol=1e-8)


def fermi_stream_ratio(L):
    """Fermi-level tunnelling over thermionic supply at equal exponents."""
    def integrand(n):
        return np.logaddexp(0, -n) * np.exp(L * (1 - np.sqrt(1 - n / L)))
    edges = [-200, -20, 0, 20, min(0.75 * L, 200)]
    return sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-11, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


for c in (0.3, 0.5, 0.7):
    value = sum(quad(lambda n: np.logaddexp(0, -n) * np.exp(c * n), a, b)[0]
                for a, b in ((-150, -20), (-20, 0), (0, 20), (20, 150)))
    assert np.isclose(value, np.pi / (c * np.sin(np.pi * c)), rtol=1e-6)
ratio_large = fermi_stream_ratio(4000.0)
assert np.isclose(ratio_large, 2 * np.pi, rtol=1e-3)
correction = (ratio_large / (2 * np.pi) - 1) * 4000
assert np.isclose(correction, (8 + np.pi**2) / 8, atol=0.01)
stream_ratio = fermi_stream_ratio(Lam)


def supplies(d, sharp_faces):
    """Supply integrals below and above the top, in units of flux_prefactor."""
    result = []
    for low, high in ((-band_depth / kT, Lam), (Lam, Lam + 30)):
        count = 40000
        step = (high - low) / count
        n = low + step * (np.arange(count) + 0.5)
        if sharp_faces:
            passage = transmission_formula(band_depth + n * kT, d)
        else:
            below = np.maximum(phi - n * kT, 0)
            passage = np.exp(-2 * root_coeff * d * np.sqrt(below))
        result.append(np.sum(np.logaddexp(0, -n) * passage) * step)
    return result


def log_supply_ratio(d, sharp_faces):
    under, over = supplies(d, sharp_faces)
    return np.log(under / over)


d_flux = brentq(log_supply_ratio, 3, 6, args=(False,))
d_sharp = brentq(log_supply_ratio, 3, 6, args=(True,))
d_flux_estimate = d_star + np.log(2 * np.pi) / (2 * kappa)
assert abs(d_flux - d_flux_estimate) < 0.01
assert d_sharp > d_flux > d_star
top_transmission = supplies(d_sharp, True)[1] / supplies(d_sharp, False)[1]
assert top_transmission < 1

# Image force of the metal alone; the outer dielectric face is left out.
image_a = q / (16 * np.pi * const.epsilon_0 * eps_optical) * 1e9


def image_action(d):
    start = image_a / phi
    u = d / start
    return 2 * kappa * start * (np.sqrt(u * (u - 1)) - np.arccosh(np.sqrt(u)))


image_numeric = quad(lambda x: 2 * root_coeff * np.sqrt(max(phi - image_a / x, 0)),
                     image_a / phi, d_star, epsabs=1e-9)[0]
assert np.isclose(image_numeric, image_action(d_star), rtol=1e-6)
d_image = brentq(lambda d: image_action(d) - (phi - image_a / d) / kT, 2, 6)


# Oxidation field: electron potential rises from phi to phi + U going outward.
def tilt_A(d):
    return 4 * root_coeff * d / (3 * U)


def tilt_fermi(d):
    return tilt_A(d) * ((phi + U)**1.5 - phi**1.5)


def tilt_activated(d):
    return (phi + U) / kT - 4 / (27 * tilt_A(d)**2 * kT**3)


d_top_tilt = brentq(lambda d: tilt_fermi(d) - (phi + U) / kT, 3, 10)
d_tilt = brentq(lambda d: tilt_fermi(d) - tilt_activated(d), 4, 10)
tip_depth = (2 / (3 * tilt_A(d_tilt) * kT))**2
assert tip_depth < U
fraction = (np.arange(4000) + 0.5) / 4000
levels = np.linspace(0, phi + U, 1001)
exponents = np.array([
    level / kT + 2 * root_coeff * d_tilt
    * np.mean(np.sqrt(np.maximum(phi + U * fraction - level, 0)))
    for level in levels])
activated_numeric = exponents[levels > phi].min()
assert np.isclose(exponents[0], tilt_fermi(d_tilt), atol=1e-3)
assert np.isclose(activated_numeric, tilt_activated(d_tilt), atol=0.01)
assert exponents.min() > tilt_fermi(d_tilt) - 0.01
best_level = levels[levels > phi][np.argmin(exponents[levels > phi])]
assert np.isclose(best_level, phi + U - tip_depth, atol=0.01)

flux_cm2 = flux_top * 1e-4
layer_seconds = electrons_per_site * sites_cm2 / flux_cm2

print(f"barrier height: {phi:.2f} eV")
print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"thermionic exponent phi/kT: {Lam:.3f}")
print(f"thermionic factor: {np.exp(-Lam):.3e}")
print(f"decay constant kappa: {kappa:.4f} 1/nm")
print(f"tunnelling exponent per thickness: {2*kappa:.4f} 1/nm")
print(f"equal-exponent thickness: {d_star:.4f} nm")
print(f"same, from numerical wave and flux: {d_numeric:.4f} nm")
for d in (2.0, 3.0, 4.0, 5.0):
    print(f"tunnelling factor at {d:.1f} nm: {np.exp(-2*kappa*d):.3e}")
print(f"least favoured energy / barrier height: {valley.x:.4f}")
print(f"extra exponent at that energy: {valley_depth:.3f}")
print(f"suppression at that energy: {np.exp(-valley_depth):.3e}")
print(f"limiting tunnel/thermionic flux ratio: {2*np.pi:.4f}")
print(f"ratio for phi/kT = 4000: {ratio_large:.4f}")
print(f"ratio for this barrier: {stream_ratio:.4f}")
print(f"flux crossover, simple estimate: {d_flux_estimate:.4f} nm")
print(f"flux crossover, integrated: {d_flux:.4f} nm")
print(f"occupied band depth, rough input: {band_depth:.1f} eV")
print(f"sharp-face tunnelling prefactor: {face_factor:.3f}")
print(f"mean transmission above sharp barrier: {top_transmission:.4f}")
print(f"flux crossover with sharp faces: {d_sharp:.3f} nm")
print(f"one-way thermionic flux: {flux_cm2:.3e} electrons/(cm2 s)")
print(f"one-way thermionic current: {q*flux_cm2:.3e} A/cm2")
print(f"oxygen sites per layer, rough input: {sites_cm2:.1e} 1/cm2")
print(f"electrons per oxygen site: {electrons_per_site:d}")
print(f"time to supply one layer: {layer_seconds:.3e} s")
print(f"same time: {layer_seconds/const.day:.1f} days")
print(f"crossover for 0.5 eV barrier: {crossover(0.5, T):.3f} nm")
print(f"crossover for 2 eV barrier: {crossover(2.0, T):.3f} nm")
print(f"crossover at 600 K: {crossover(phi, 600.0):.3f} nm")
print(f"tunnelling mass, rough input: {mass_ratio:.1f} electron masses")
print(f"crossover with that mass: {crossover(phi, T, mass_ratio):.3f} nm")
print(f"optical permittivity, rough input: {eps_optical:.1f} (relative)")
print(f"image lowering at outer face: {image_a/d_star:.4f} eV")
print(f"crossover with metal image force: {d_image:.3f} nm")
print(f"oxidation potential, rough input: {U:.1f} V")
print(f"field at equal-exponent thickness: {10*U/d_star:.3f} MV/cm")
print(f"tilted crossover, over the top only: {d_top_tilt:.3f} nm")
print(f"tilted crossover, tip tunnelling allowed: {d_tilt:.3f} nm")
print(f"field at that tilted crossover: {10*U/d_tilt:.3f} MV/cm")
print(f"best activated energy below tilted top: {tip_depth:.3f} eV")
print(f"common exponent at tilted crossover: {tilt_fermi(d_tilt):.3f}")
print(f"tilted/flat exponential factor: {np.exp(Lam-tilt_fermi(d_tilt)):.3e}")
print("all assertions hold")
```

It prints:

```
barrier height: 1.00 eV
temperature: 300 K
thermal energy kT: 0.025852 eV
thermionic exponent phi/kT: 38.682
thermionic factor: 1.588e-17
decay constant kappa: 5.1232 1/nm
tunnelling exponent per thickness: 10.2463 1/nm
equal-exponent thickness: 3.7752 nm
same, from numerical wave and flux: 3.7752 nm
tunnelling factor at 2.0 nm: 1.259e-09
tunnelling factor at 3.0 nm: 4.469e-14
tunnelling factor at 4.0 nm: 1.586e-18
tunnelling factor at 5.0 nm: 5.628e-23
least favoured energy / barrier height: 0.7500
extra exponent at that energy: 9.670
suppression at that energy: 6.312e-05
limiting tunnel/thermionic flux ratio: 6.2832
ratio for phi/kT = 4000: 6.2867
ratio for this barrier: 6.6656
flux crossover, simple estimate: 3.9545 nm
flux crossover, integrated: 3.9614 nm
occupied band depth, rough input: 7.0 eV
sharp-face tunnelling prefactor: 1.750
mean transmission above sharp barrier: 0.0995
flux crossover with sharp faces: 4.234 nm
one-way thermionic flux: 1.072e+09 electrons/(cm2 s)
one-way thermionic current: 1.717e-10 A/cm2
oxygen sites per layer, rough input: 1.0e+15 1/cm2
electrons per oxygen site: 2
time to supply one layer: 1.866e+06 s
same time: 21.6 days
crossover for 0.5 eV barrier: 2.669 nm
crossover for 2 eV barrier: 5.339 nm
crossover at 600 K: 1.888 nm
tunnelling mass, rough input: 0.4 electron masses
crossover with that mass: 5.969 nm
optical permittivity, rough input: 3.0 (relative)
image lowering at outer face: 0.0318 eV
crossover with metal image force: 4.016 nm
oxidation potential, rough input: 1.0 V
field at equal-exponent thickness: 2.649 MV/cm
tilted crossover, over the top only: 6.194 nm
tilted crossover, tip tunnelling allowed: 5.749 nm
field at that tilted crossover: 1.739 MV/cm
best activated energy below tilted top: 0.431 eV
common exponent at tilted crossover: 71.803
tilted/flat exponential factor: 4.125e-15
all assertions hold
```
